# Paired Spectrum, Indefinite Metric and Left Eigenvectors of the Bethe-Salpeter Matrix

## 1. Definitions and conventions

Let $N$ be the number of pairs of one occupied and one empty orbital. The eigenvalue problem is

$$
H\begin{pmatrix}X\\Y\end{pmatrix}=\omega\begin{pmatrix}X\\Y\end{pmatrix},\qquad
H=\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix},\qquad A=A^\dagger,\quad B=B^T. \tag{1}
$$

$X$ and $Y$ hold the $N$ excitation and $N$ de-excitation amplitudes. A star is complex conjugation without transposition; a dagger includes transposition. Define

$$
S=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
P=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
M=SH=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}. \tag{2}
$$

For $v=(X;Y)$, the metric norm is $v^\dagger Sv=X^\dagger X-Y^\dagger Y$. It can be positive, negative or zero. $M$ is Hermitian, because $A^\dagger=A$, $(A^*)^\dagger=A^T=A^*$ and $(B^*)^\dagger=B^T=B$. Since $S^2=1$, also $H=SM$.

Two statements are proved.

1. For every $H$ of the form (1), the spectrum is closed under $\omega\to-\omega^*$ and $\omega\to\omega^*$. An eigenvector with non-real $\omega$ has zero metric norm.
2. If $M$ is positive definite, written $M>0$, then $H$ is diagonalizable and has $N$ real pairs $\pm\omega_k$ with $\omega_k>0$. The positive modes can be scaled to $X^\dagger X-Y^\dagger Y=1$, and their left eigenvectors are the rows $(X^\dagger,-Y^\dagger)$.

The condition in statement 2 is needed: Section 7 shows how the normalization fails without it. Hartree atomic units are used.

## 2. Where the blocks come from

Take a finite closed-shell system with orthonormal orbitals $\varphi_p$ and real quasiparticle energies $\varepsilon_p$, so that $h\varphi_p=\varepsilon_p\varphi_p$. Labels $i,j$ are occupied and $a,b$ empty. The density matrix per spin is $\rho_0=\sum_i|i\rangle\langle i|$. In the singlet channel both spins respond equally. The part of the response varying as $e^{-i\omega t}$ obeys the linearized equation

$$
\omega\,\delta\rho=[h,\delta\rho]+[\delta V,\rho_0], \tag{3}
$$

$$
\delta V(r,s)=2\,\delta_{rs}\sum_{q}v(r,q)\,\delta\rho(q,q)-W(r,s)\,\delta\rho(r,s). \tag{4}
$$

Here $v$ is the bare and $W$ the screened interaction. Both are real and symmetric, $W$ is static, and its own change is neglected. Sums over positions become integrals in the continuum. To first order, $\rho^2=\rho$ gives $\rho_0\delta\rho+\delta\rho\rho_0=\delta\rho$. Its occupied-occupied block reads $2\delta\rho_{ij}=\delta\rho_{ij}$ and its empty-empty block reads $0=\delta\rho_{ab}$, so both vanish. Therefore

$$
\delta\rho=\sum_{jb}\left(X_{jb}|b\rangle\langle j|+Y_{jb}|j\rangle\langle b|\right). \tag{5}
$$

Since $\rho_0|i\rangle=|i\rangle$ and $\rho_0|a\rangle=0$, the two projections of (3) are

$$
\omega X_{ia}=(\varepsilon_a-\varepsilon_i)X_{ia}+\langle a|\delta V|i\rangle,\qquad
\omega Y_{ia}=-(\varepsilon_a-\varepsilon_i)Y_{ia}-\langle i|\delta V|a\rangle. \tag{6}
$$

The minus sign before the last term comes from $-\rho_0\delta V$ in the commutator. Inserting (4) and (5) in the first equation gives

$$
\begin{aligned}
A_{ia,jb}={}&(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}
+2\sum_{rs}\varphi_a^*(r)\varphi_i(r)v(r,s)\varphi_b(s)\varphi_j^*(s)\\
&-\sum_{rs}\varphi_a^*(r)\varphi_b(r)W(r,s)\varphi_j^*(s)\varphi_i(s),\\
B_{ia,jb}={}&2\sum_{rs}\varphi_a^*(r)\varphi_i(r)v(r,s)\varphi_j(s)\varphi_b^*(s)
-\sum_{rs}\varphi_a^*(r)\varphi_j(r)W(r,s)\varphi_b^*(s)\varphi_i(s).
\end{aligned}\tag{7}
$$

Exchange the pair labels in $B$ and rename $r\leftrightarrow s$: both terms return to themselves, so $B=B^T$. Exchange the labels in $A$ and conjugate: the $W$ term returns directly and the $v$ term after $r\leftrightarrow s$, so $A=A^\dagger$. In $\langle i|\delta V|a\rangle$, the coefficient of $X_{jb}$ is

$$
2\sum_{rs}\varphi_i^*(r)\varphi_a(r)v(r,s)\varphi_b(s)\varphi_j^*(s)
-\sum_{rs}\varphi_i^*(r)\varphi_b(r)W(r,s)\varphi_j^*(s)\varphi_a(s),
$$

which is $B^*_{ia,jb}$ after $r\leftrightarrow s$ in the second term. The coefficient of $Y_{jb}$ is likewise the interaction part of $A^*_{ia,jb}$. The second equation in (6) is thus $\omega Y=-B^*X-A^*Y$, the lower row of (1). Quasiparticle energies with non-real differences $\varepsilon_a-\varepsilon_i$ would destroy $A=A^\dagger$, and a frequency-dependent $W$ would make $H$ depend on $\omega$; neither case is covered here.

## 3. Pairing and the metric

**Pairing.** Write (1) as $AX+BY=\omega X$ and $-B^*X-A^*Y=\omega Y$. Conjugating the second equation and changing its sign, then doing the same with the first, gives

$$
AY^*+BX^*=-\omega^*Y^*,\qquad -B^*Y^*-A^*X^*=-\omega^*X^*. \tag{8}
$$

These are the two rows of $H$ acting on

$$
p=\begin{pmatrix}Y^*\\X^*\end{pmatrix}=Pv^*,\qquad Hp=-\omega^*p. \tag{9}
$$

In matrix form $PH^*P=-H$, so the pairing also holds for algebraic multiplicities. Furthermore,

$$
H^\dagger=(SM)^\dagger=MS=S(SM)S=SHS. \tag{10}
$$

$H^\dagger$ is therefore similar to $H$. Its eigenvalues are the conjugates of those of $H$, so the spectrum contains $\omega^*$ with every $\omega$. Combining both symmetries, it also contains $-\omega$. A real nonzero frequency gives a pair; a frequency with nonzero real and imaginary parts gives the quadruplet $\omega,\omega^*,-\omega,-\omega^*$.

**Orthogonality.** Let $Hv_i=\omega_iv_i$ and $Hv_j=\omega_jv_j$. Multiplication by $S$ gives $Mv_j=\omega_jSv_j$. Evaluate $v_i^\dagger Mv_j$ by acting to the right, and then to the left using $M=M^\dagger$:

$$
v_i^\dagger Mv_j=\omega_jv_i^\dagger Sv_j,\qquad
v_i^\dagger Mv_j=(Mv_i)^\dagger v_j=\omega_i^*v_i^\dagger Sv_j.
$$

Subtraction yields

$$
(\omega_j-\omega_i^*)\,v_i^\dagger Sv_j=0. \tag{11}
$$

For $i=j$ and non-real $\omega$ the bracket is nonzero, so $v^\dagger Sv=0$. For different real frequencies the vectors are orthogonal in the metric $S$. They need not be orthogonal in the ordinary scalar product, because $H$ is in general not Hermitian.

**Conservation.** If $i\,dv/dt=Hv$, then, using $H^\dagger S=SH=M$,

$$
\frac{d}{dt}v^\dagger Sv=i\,v^\dagger H^\dagger Sv-i\,v^\dagger SHv=0. \tag{12}
$$

Excitation and de-excitation amplitudes can thus grow together, with $X^\dagger X-Y^\dagger Y$ fixed. The form $v^\dagger Mv$ is conserved too, since $H^\dagger M=MSM=MH$. If $M>0$, this second conserved quantity bounds all amplitudes, so no response grows exponentially. In this sense $M>0$ is a sufficient condition for stability; it is not necessary for real frequencies, as Section 7 shows. It covers only the amplitudes contained in $H$. With the blocks (7) these are singlet responses. The triplet channel, where the two spins respond oppositely and the $2v$ terms drop out, has its own $M$, which can be indefinite while the singlet $M$ is positive; closed-shell Hartree-Fock H$_2$ at a stretched bond is an example.

## 4. Normalization when $M>0$

For any eigenvector, multiplying $Mv=\omega Sv$ by $v^\dagger$ gives

$$
\omega\,v^\dagger Sv=v^\dagger Mv>0. \tag{13}
$$

Neither factor on the left can vanish. Since $v^\dagger Sv$ is real and nonzero, $\omega$ is real and nonzero, and the metric norm has the sign of $\omega$.

It remains to show that there are $2N$ independent eigenvectors, even with degeneracy. Let $M^{1/2}$ be the positive square root of $M$. Then

$$
M^{1/2}HM^{-1/2}=M^{1/2}SM\,M^{-1/2}=M^{1/2}SM^{1/2}\equiv K. \tag{14}
$$

$K$ is Hermitian and has a complete orthonormal set $Ku_i=\lambda_iu_i$, with nonzero $\lambda_i$ because $M$ and $S$ are invertible. Set

$$
v_i=|\lambda_i|^{1/2}M^{-1/2}u_i. \tag{15}
$$

By (14), $Hv_i=\lambda_iv_i$. From $Sv_j=Mv_j/\lambda_j$,

$$
v_i^\dagger Sv_j=\frac{v_i^\dagger Mv_j}{\lambda_j}
=\frac{|\lambda_i\lambda_j|^{1/2}}{\lambda_j}u_i^\dagger u_j
=\operatorname{sgn}(\lambda_i)\,\delta_{ij}. \tag{16}
$$

The pairing matches each positive eigenvalue with a negative one, so there are $N$ of each. For the positive modes, (16) is

$$
X_k^\dagger X_l-Y_k^\dagger Y_l=\delta_{kl}. \tag{17}
$$

The partners obey $p_k^\dagger Sp_l=Y_k^TY_l^*-X_k^TX_l^*=-(X_k^\dagger X_l-Y_k^\dagger Y_l)^*=-\delta_{kl}$. A mode and a partner have frequencies of opposite sign, so they are orthogonal by (11).

If the positive frequencies are distinct, an implementation may take eigenvectors from a general solver and divide each by $\sqrt{v^\dagger Sv}$. Within a degenerate level this is not enough, because any independent combinations are valid eigenvectors. Equation (15) then supplies vectors that are already orthogonal in the metric.

## 5. Left eigenvectors and completeness

For real $\omega$,

$$
v^\dagger SH=v^\dagger M=(Mv)^\dagger=(\omega Sv)^\dagger=\omega\,v^\dagger S. \tag{18}
$$

The left eigenvector of a positive mode is therefore the row $v^\dagger S=(X^\dagger,-Y^\dagger)$, and its product with $v$ is 1. For the partner, $p^\dagger S=(Y^T,-X^T)$ has product $-1$ with $p$. The biorthonormal row is its negative, $(-Y^T,X^T)$.

For non-real $\omega$, the calculation in (18) gives the eigenvalue $\omega^*$ for the row $v^\dagger S$. The left vector for $\omega$ must then be built from a right vector belonging to $\omega^*$.

From here on, let $X$ and $Y$ be the $N\times N$ matrices whose columns are the normalized positive modes. Collect all right vectors in $V$. The orthogonality relations read $V^\dagger SV=S$. Multiplication by $S$ from the left gives $(SV^\dagger S)V=1$, hence

$$
V=\begin{pmatrix}X&Y^*\\Y&X^*\end{pmatrix},\qquad
V^{-1}=SV^\dagger S=\begin{pmatrix}X^\dagger&-Y^\dagger\\-Y^T&X^T\end{pmatrix}. \tag{19}
$$

No numerical inversion is needed. The upper blocks of $VV^{-1}=1$ are the completeness relations

$$
XX^\dagger-Y^*Y^T=1,\qquad XY^\dagger-Y^*X^T=0. \tag{20}
$$

Inserting $H=V\,\mathrm{diag}(\omega,-\omega)\,V^{-1}$ in the resolvent gives

$$
(z-H)^{-1}=\sum_{k=1}^{N}\left[\frac{v_kv_k^\dagger}{z-\omega_k}-\frac{p_kp_k^\dagger}{z+\omega_k}\right]S. \tag{21}
$$

The minus sign is the negative norm of the partner. Replacing $v_k^\dagger S$ by $v_k^\dagger$ in (21) would in general give wrong residues.

The response to an external field needs one more step. A Hermitian field $U$ adds $[U,\rho_0]$ to the right side of (3). Let $u$ hold the elements $\langle a|U|i\rangle$ in its upper half and $\langle i|U|a\rangle$ in its lower half. The projections of the commutator are then $Su$, so the amplitudes are $(z-H)^{-1}Su$. The two factors $S$ cancel, and mode $k$ contributes to $\mathrm{Tr}(U\delta\rho)=u^\dagger(z-H)^{-1}Su$ with strength $|v_k^\dagger u|^2$. This trace is per spin; for a spin-independent $U$ both spins contribute equally, so the total response, and with it the singlet strength, is twice as large, $2|v_k^\dagger u|^2$. The metric thus enters the strength through the normalization of $v_k$, not through an extra sign in the product with $u$.

## 6. Tamm-Dancoff limit

Setting $B=0$ decouples the rows of (1): $AX=\omega X$ and $-A^*Y=\omega Y$. If $A>0$, the second equation has no solution with $\omega>0$ except $Y=0$. The metric norm of a positive mode becomes the ordinary norm $X^\dagger X=1$.

For $M>0$ the full energies cannot lie above the Tamm-Dancoff ones. Order both sets upward, with $Ac_k=a_kc_k$. Taking trial vectors $(x;0)$ in $M>0$ shows that $A>0$. Put $x=M^{-1/2}y$ in

$$
R(x)=\frac{x^\dagger Sx}{x^\dagger Mx}=\frac{y^\dagger K^{-1}y}{y^\dagger y},\qquad K^{-1}=M^{-1/2}SM^{-1/2}. \tag{22}
$$

The $k$th largest eigenvalue of $K^{-1}$, for $k\le N$, is $1/\omega_k$. By the min-max principle it is the maximum, over $k$-dimensional subspaces, of the minimum of $R$. Choose the subspace spanned by $(c_1;0),\dots,(c_k;0)$. There $R=c^\dagger c/c^\dagger Ac\ge1/a_k$, so $1/\omega_k\ge1/a_k$ and

$$
\omega_k\le a_k. \tag{23}
$$

## 7. One pair, and failure of the condition

For $N=1$ let $A=a$ and $B=b$. The trace of $H$ is zero and its determinant is $-a^2+|b|^2$, so $\omega^2=a^2-|b|^2$. The eigenvalues of $M$ are $a\pm|b|$; hence $M>0$ means $a>|b|$.

For $b\ne0$ and real $\omega\neq0$, the first row gives $(a-\omega)X=-bY$. Take squared magnitudes, use $|b|^2=(a-\omega)(a+\omega)$, and cancel one factor $a-\omega$:

$$
(a-\omega)|X|^2=(a+\omega)|Y|^2,\qquad
\frac{|X|^2-|Y|^2}{|X|^2+|Y|^2}=\frac{\omega}{a}. \tag{24}
$$

If $a>|b|$ and $\omega>0$, imposing $|X|^2-|Y|^2=1$ gives

$$
|X|^2=\frac{a+\omega}{2\omega},\qquad |Y|^2=\frac{a-\omega}{2\omega}. \tag{25}
$$

These also hold at $b=0$. With $a=0.5$ and $b=0.3$ hartree, $\omega=\sqrt{0.25-0.09}=0.4$ hartree, $|X|^2=0.9/0.8=1.125$ and $|Y|^2=0.1/0.8=0.125$. Both weights diverge as $|b|\to a$, although their difference stays 1.

The other regimes show what is lost:

- **$|b|>|a|$.** The frequencies are imaginary and the metric norm is zero. For $a=0.3$ and $b=0.5$ hartree, $\omega=\pm0.4i$ hartree, and one solution grows as $e^{0.4t}$ with $t$ in atomic units. Here $-\omega^*=\omega$, so the member $-\omega$ comes from the symmetry $\omega\to\omega^*$.
- **$|b|=|a|\ne0$.** Direct multiplication gives $H^2=(a^2-|b|^2)\,1=0$, while $H\ne0$. This is a Jordan block with one eigenvector, for which $aX+bY=0$. Thus $|X|=|Y|$, and normalization is impossible.
- **$a<-|b|$.** The frequencies are real, but $M$ is negative definite. For $a=-0.5$ and $b=0.3$ hartree, the mode at $+0.4$ hartree has, by (24), metric norm $0.4/(-0.5)=-0.8$ when $v^\dagger v=1$. It can be scaled to $-1$, not to $+1$. Real frequencies alone do not guarantee the usual normalization.

A quadruplet needs more than one pair. Take $A=\mathrm{diag}(0.2,-0.1)$ and $B_{12}=B_{21}=0.1$ hartree, with $B_{11}=B_{22}=0$. The amplitudes $X_1,Y_2$ form a closed block:

$$
\begin{pmatrix}0.2&0.1\\-0.1&0.1\end{pmatrix},\qquad
\omega=0.15\pm\sqrt{0.05^2-0.1^2}=0.15\pm0.0866\,i\ \text{hartree}. \tag{26}
$$

The block of $X_2,Y_1$ supplies the two negatives.

An implementation should therefore test the lowest eigenvalue of $M$ before applying (17).

## 8. Worked example: a three-site ring

The model has site energies 0, 0.1 and 0.2 hartree. The hopping elements are $h_{12}=h_{23}=-0.15$ and $h_{31}=-0.15\,e^{i\pi/3}$ hartree, completed by Hermiticity. The magnetic phase makes the orbitals complex. The bare interaction is 0.4 on site, 0.2 for sites 12 and 23, and 0.15 for sites 13, all in hartree; $W=v/2$. Two electrons fill the lowest orbital, which leaves $N=2$ pairs. The orbital energies are $-0.1980$, $0.1447$ and $0.3533$ hartree.

Stability can be bounded before diagonalization. By (6), the interaction part of $v^\dagger Mv$ for amplitudes $(X;Y)$ is

$$
\mathrm{Tr}(\delta\rho^\dagger\delta V)=2\sum_{rs}\delta\rho(r,r)^*v(r,s)\delta\rho(s,s)-\sum_{rs}W(r,s)|\delta\rho(r,s)|^2.
$$

The first term is nonnegative: the interaction matrix is symmetric, and each diagonal element is at least the sum of the other magnitudes in its row. The second is at least $-W_{\max}(X^\dagger X+Y^\dagger Y)$, because the operators in (5) are orthonormal. The eigenvalues of $M$ are thus at least $0.3427-0.2=0.1427$ hartree. The computed lowest one is 0.2712 hartree.

With orbital phases chosen so that each component on site 1 is positive, (7) gives, in hartree,

$$
A=\begin{pmatrix}0.3611&0.0288+0.0101i\\0.0288-0.0101i&0.5498\end{pmatrix},
$$

$$
B=\begin{pmatrix}0.0743-0.0099i&0.0850+0.0173i\\0.0850+0.0173i&-0.0035-0.0299i\end{pmatrix}.
$$

The energies are:

| Mode | Full (hartree) | Tamm-Dancoff (hartree) | Full (eV) | Tamm-Dancoff (eV) |
|---|---:|---:|---:|---:|
| 1 | 0.3422 | 0.3563 | 9.31 | 9.69 |
| 2 | 0.5439 | 0.5546 | 14.80 | 15.09 |

The other two eigenvalues of $H$ are the negatives of the full energies. Relative to the full solution of this model, the Tamm-Dancoff energies are too high by 0.38 and 0.29 eV, in agreement with (23).

A trace check connects the two columns. The diagonal blocks of $H^2$ are $A^2-BB^*$ and its conjugate, so $\sum_k\omega_k^2=\mathrm{Tr}A^2-\mathrm{Tr}BB^*$. Since $B=B^T$, the last trace is the sum of all $|B_{ij}|^2$, here 0.0216 hartree². The right side is $0.3563^2+0.5546^2-0.0216=0.413$ hartree², and the left side is $0.3422^2+0.5439^2=0.413$ hartree².

With its phase chosen to make the largest component of $X$ positive, mode 1 is

$$
X=\begin{pmatrix}1.0015\\-0.1093+0.0541i\end{pmatrix},\qquad
Y=\begin{pmatrix}-0.0906-0.0256i\\-0.0914+0.0251i\end{pmatrix}.
$$

Its weights are $X^\dagger X=1.003+0.015=1.018$ and $Y^\dagger Y=0.009+0.009=0.018$, with difference 1.000. The left row follows by conjugating $X$ and $Y$ and reversing the sign of the second half:

$$
(1.0015,\ -0.1093-0.0541i,\ 0.0906-0.0256i,\ 0.0914+0.0251i).
$$

It agrees with the first row of the numerically inverted $V$. With the vectors scaled as in (19), the largest ordinary scalar product between different columns of $V$ has magnitude 0.204, whereas their metric overlaps vanish to rounding error.

Starting from $X=(1,0)^T$ and $Y=0$, the sampled evolution up to 40 atomic units of time reaches $v^\dagger v=1.159$, while the metric norm stays at 1 to rounding error. At that maximum, $Y^\dagger Y=(1.159-1)/2=0.079$. The numerical check builds $H$ directly from the commutators in (3), and also tests the general statements on random matrices and on a degenerate case.

## Values computed for the example and the checks

```
Ring: site energies (hartree): 0.000000  0.100000  0.200000
hopping (hartree): 0.15; phase on bond 3-1 (rad): 1.047198
v on-site, 12, 23, 13 (hartree): 0.400000  0.200000  0.200000  0.150000
W = v / 2.0; largest W (hartree): 0.200
orbital energies (hartree): -0.198034  0.144701  0.353333
orbital 1 on sites 1-3: 0.71322+0.00000j  0.52645+0.14457j  0.33278+0.28725j
orbital 2 on sites 1-3: 0.59096-0.00000j  -0.46253-0.46112j  -0.45312+0.13742j
orbital 3 on sites 1-3: 0.37694+0.00000j  -0.27098+0.44939j  0.08072-0.75896j
A row 1 (hartree): 0.36109-0.00000j  0.02884+0.01012j
A row 2 (hartree): 0.02884-0.01012j  0.54982+0.00000j
B row 1 (hartree): 0.07435-0.00986j  0.08500+0.01727j
B row 2 (hartree): 0.08500+0.01727j  -0.00346-0.02989j
eigenvalues of M (hartree): 0.271236  0.364564  0.557923  0.628103
orbital gap minus largest W (hartree): 0.142735
all eigenvalues of H (hartree): -0.543931  -0.342230  0.342230  0.543931
Tamm-Dancoff energies (hartree): 0.356267  0.554646
full energies (eV): 9.312564  14.801123
Tamm-Dancoff energies (eV): 9.694506  15.092689
Tamm-Dancoff minus full (eV): 0.381942  0.291565
mode 1 X: 1.00149+0.00000j  -0.10930+0.05411j
mode 1 Y: -0.09060-0.02561j  -0.09140+0.02511j
mode 1 X+X, Y+Y, difference: 1.017848  0.017848  1.000000
mode 1 left row from inverse: 1.00149+0.00000j  -0.10930-0.05411j  0.09060-0.02561j  0.09140+0.02511j
mode 2 X: 0.11739+0.05272j  0.99748+0.00000j
mode 2 Y: -0.10230+0.01430j  -0.00397-0.02894j
mode 2 X+X, Y+Y, difference: 1.011522  0.011522  1.000000
mode 2 left row from inverse: 0.11739-0.05272j  0.99748+0.00000j  0.10230+0.01430j  0.00397-0.02894j
metric norms of modes 1, 2 and partners 1, 2: 1.000000  1.000000  -1.000000  -1.000000
largest off-diagonal metric overlap: 2.3e-16
largest off-diagonal ordinary overlap: 0.203846
resolvent at z = 0.10+0.05j hartree, error (1/hartree): 3.2e-15
evolution to t = 40 a.u.: metric norm drift 6.7e-15, largest v+v 1.158643
random test: 100 matrices of each kind, n = 4, non-real modes found: 682
degenerate test, positive energies (hartree): 0.400000  0.400000  0.400000
one pair a=0.5, b=0.3 hartree: w = 0.400000 hartree, |X|^2 = 1.125000, |Y|^2 = 0.125000
one pair a=0.3, b=0.5 hartree: Im w = 0.400000 hartree, |metric norm| = 1.1e-16
one pair a=-0.5, b=0.3 hartree: w = 0.400000 hartree, metric norm of unit vector = -0.800000
one pair a=b=0.3 hartree: rank of H = 1, largest |H^2| = 3.3e-18 hartree^2
two pairs, A = diag(0.2, -0.1), B12 = 0.1 hartree:
  eigenvalues (hartree): 0.15000+0.08660j  0.15000-0.08660j  -0.15000+0.08660j  -0.15000-0.08660j
```
